# Voltage from a rotating domain wall in a ferromagnetic wire, part 2

A magnetic domain wall turns, and may also move, in a wire. We want the open-circuit voltage along the wire, and the rotation rate that sets it.

The position along the wire is $x$, and $X(t)$ is the wall's centre. A dot denotes a time derivative, and the subscripts $t$ and $x$ on $\mathbf n$ denote partial derivatives. The unit vector $\mathbf n(x,t)$ is the majority-electron spin direction, with polar angle $\theta$ and azimuth $\phi$. Its components refer to separate axes, whose orientation relative to the wire is free. The wall is a full reversal, from $\theta=0$ at the left ($L$) to $\theta=\pi$ at the right ($R$). Its rotation rate is $\omega=\dot\phi$, positive when $\phi$ increases. The magnetization points along $-\mathbf n$. The elementary charge $e$ is positive, so an electron has charge $-e$.

The index $s=\pm1$ denotes electrons with spin parallel (majority) or antiparallel (minority) to $\mathbf n$, with exchange energies $-sJ$. An electron of speed $v$ crossing a wall of width $\Delta$ keeps its spin aligned with the texture if the texture turns slowly, $\hbar|\omega|\ll2J$, and

$$\frac{\hbar v}{2J\Delta}\ll1. \tag{2}$$

Electrons that follow the texture in this way feel a force $F_s=sF$. At fixed time its integral across the wall is given by

$$\int F\,dx=-\hbar\omega . \tag{13}$$

This holds for any rigid wall profile and speed. It also holds at each instant if $\phi$ is uniform across the wall, even while the width changes. If the twist of $\phi$ along the wall varies too but the shape repeats periodically, the time average of the integral is $-\hbar\bar\omega$, with $\bar\omega$ the mean rotation rate.

Below, $g$ is the g-factor and $\mu_B$ the Bohr magneton. The symbol $\mu_0$ is the mean electrochemical potential in the transport equations, but the vacuum permeability where it multiplies $M_s$ or $M_s^2$.

## Two spin channels at open circuit

Let $\sigma_s$ be the conductivity of species $s$, and define

$$\sigma=\sigma_++\sigma_-,\qquad P=\frac{\sigma_+-\sigma_-}{\sigma},\qquad \sigma_\pm=\frac\sigma2(1\pm P).$$

This $P$ is a polarization of conductivity. It is not in general the polarization of the density of states. We take both $\sigma$ and $P$ as uniform along the wire.

The electrochemical potential $\mu_s$ is an energy that includes the electrostatic energy and any ordinary potential. In linear response and in the diffusive regime, the particle current density is

$$j_s=\frac{\sigma_s}{e^2}\left(-\partial_x\mu_s+sF\right). \tag{14}$$

Split the potentials into a mean and a difference, $\mu_s=\mu_0+s\delta$. The metal stays neutral, so the total current is uniform along the wire, and at open circuit it is zero:

$$0=\sum_s\sigma_s\left(-\partial_x\mu_0-s\,\partial_x\delta+sF\right)
=\sigma\left(-\partial_x\mu_0-P\,\partial_x\delta+PF\right).$$

The second form uses $\sum_s\sigma_s=\sigma$ and $\sum_s s\sigma_s=P\sigma$. Integrate from left to right and use (13):

$$\mu_0(R)-\mu_0(L)=-P\hbar\omega-P\,[\delta(R)-\delta(L)]. \tag{15}$$

A voltmeter reads the electrochemical potential divided by $-e$. If $\delta$ vanishes at both contacts,

$$V(R)-V(L)=+\frac{P\hbar\omega}{e}. \tag{16}$$

The sign can be traced physically. For $\omega>0$ the majority electrons are pushed to the left. If they conduct better, so that $P>0$, negative charge gathers at the left until the electrostatic force balances the drive. The right end is then positive. Reversing the rotation or exchanging the two domains reverses the voltage. If $P=0$ the two spins are driven oppositely with equal strength and no voltage appears.

Integrating (16) over one full turn gives $\int V\,dt=2\pi P\hbar/e$, whatever the time taken.

## Why spin relaxation is needed

The force separates the two spins and creates a difference $\delta$ near the wall. Spin-flip scattering removes it. Let $G$ be the flip rate per unit volume and per unit difference of potential. In a quasi-static state

$$\partial_xj_+=-2G\delta,\qquad \partial_xj_-=+2G\delta .$$

Insert (14), divide each equation by $\sigma_s/e^2$, and subtract the second from the first. The mean potential drops out:

$$-2\,\partial_x^2\delta+2\,\partial_xF=-2Ge^2\delta\left(\frac1{\sigma_+}+\frac1{\sigma_-}\right).$$

With the spin-diffusion length $\lambda$ this reads

$$\partial_x^2\delta=\partial_xF+\frac{\delta}{\lambda^2},\qquad
\frac1{\lambda^2}=Ge^2\left(\frac1{\sigma_+}+\frac1{\sigma_-}\right). \tag{17}$$

Where $F$ is negligible, $\delta$ in a long wire decays as $e^{-|x|/\lambda}$, or along with the tail of $F$ if that tail is longer. Contacts well outside the wall and many $\lambda$ from it therefore see a negligible $\delta$.

The opposite limit can be solved as well. Put a wall that is narrow compared with $\lambda$ in the middle of a wire of half-length $\ell$, with no spin current through the ends. By symmetry $\delta$ is odd about the wall. Integrating (17) across the narrow wall shows that $\delta$ jumps there by $\int F\,dx=-\hbar\omega$, so it equals $-\hbar\omega/2$ just to the right. The solution with zero slope at the end is

$$\delta(x)=-\frac{\hbar\omega}{2}\,\frac{\cosh[(\ell-x)/\lambda]}{\cosh(\ell/\lambda)},\qquad x>0 .$$

At the end $\delta(\ell)=-\hbar\omega/[2\cosh(\ell/\lambda)]$, with the opposite value at the left. If the contacts read the mean potential $\mu_0$, equation (15) gives

$$V=\frac{P\hbar\omega}{e}\left[1-\frac1{\cosh(\ell/\lambda)}\right]. \tag{18}$$

For $\ell\gg\lambda$ the bracket is 1. For $\ell\ll\lambda$ it vanishes: each spin channel balances its own force, and the mean potential stays flat.

A finite-difference solution of the two-channel equations, with $P=0.6$ and $\ell=60$ wall widths, gives $eV/\hbar\omega=0.6$ for $\lambda=4$ widths and $0.00027$ for $\lambda=2000$ widths. The second value is also what (18) gives. For contacts that read $\mu_0$, spin relaxation is thus part of the result, even though its rate drops out of (16) in a long wire. A contact that read the conductivity-weighted potential $\mu_0+P\delta$ would, by (15), show $P\hbar\omega/e$ for any $\lambda$.

## What makes the wall turn

The voltage formula needs a value of $\omega$. Choose the $z$ axis for the components of $\mathbf n$ along the wire, so that $x$ remains the position along the wire while $m_x$ and $m_y$ below are transverse components. Consider a field $B$ along $+z$, and let $\mathbf m=-\mathbf n$ be the magnetization direction. Its motion obeys the Landau-Lifshitz-Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma=\frac{g\mu_B}{\hbar}, \tag{19}$$

with damping $\alpha$. Let $\vartheta=\pi-\theta$ be the polar angle of $\mathbf m$ and $\varphi=\phi+\pi$ its azimuth, so that $\dot\varphi=\dot\phi$. Using $\mathbf m\times\mathbf e_\vartheta=\mathbf e_\varphi$ and $\mathbf m\times\mathbf e_\varphi=-\mathbf e_\vartheta$, the components of (19) are

$$\dot\vartheta=\gamma B_\varphi-\alpha\sin\vartheta\,\dot\varphi,\qquad
\sin\vartheta\,\dot\varphi=-\gamma B_\vartheta+\alpha\dot\vartheta . \tag{20}$$

Let the energy density be $A(\partial_x\mathbf m)^2+K\sin^2\vartheta$, with exchange stiffness $A$, easy-axis constant $K$ and saturation magnetization $M_s$. For uniform $\varphi$ these terms give a field along $\mathbf e_\vartheta$ proportional to $A\,\partial_x^2\vartheta-K\sin\vartheta\cos\vartheta$. It vanishes for the profile

$$\partial_x\vartheta=-\frac{\sin\vartheta}{\Delta},\qquad \Delta=\sqrt{A/K},$$

because differentiating once more gives $\partial_x^2\vartheta=\sin\vartheta\cos\vartheta/\Delta^2$. The applied field contributes $B_\vartheta=-B\sin\vartheta$.

Add a weak transverse hard axis $y$ with the field $-B_Km_y\hat{\mathbf y}$. Its azimuthal component is $B_\varphi=-\tfrac12B_K\sin\vartheta\sin2\varphi$. Its polar component adds to the easy-axis term and changes the width as the wall turns. That change gives $\dot\vartheta$ a part odd about the wall centre, which drops out when (20) is multiplied by $\sin\vartheta$ and integrated along the wire.

For a moving wall the remaining part is $\dot\vartheta=-\dot X\,\partial_x\vartheta=\dot X\sin\vartheta/\Delta$. Dividing out $\sin\vartheta$,

$$\frac{\dot X}{\Delta}=-\frac{\gamma B_K}{2}\sin2\varphi-\alpha\dot\varphi,\qquad
\dot\varphi=\gamma B+\frac{\alpha\dot X}{\Delta}.$$

Eliminating $\dot X$ gives

$$(1+\alpha^2)\,\dot\varphi=\gamma B-\frac{\alpha\gamma B_K}{2}\sin2\varphi . \tag{21}$$

In a round wire $B_K=0$, and both equations (20) are satisfied at every point with constant width:

$$\omega=\frac{\gamma B}{1+\alpha^2},\qquad \dot X=-\alpha\omega\Delta . \tag{22}$$

The wall moves to the left, so the domain magnetized along the field grows. The voltage becomes

$$V=\frac{P}{e}\,\frac{g\mu_BB}{1+\alpha^2}. \tag{23}$$

## The threshold when a hard axis is present

For $B_K\ne0$, equation (21) has a stationary angle if $B\le B_W=\alpha B_K/2$. The wall then moves without turning at $|\dot X|=\gamma B\Delta/\alpha$, where $\Delta$ is now the width at that angle, reduced by the hard axis. For small $\alpha$ this is much faster than the turning wall of (22) at the same field, yet (16) gives no voltage. Speed is therefore no measure of the adiabatic signal. The dissipative force discussed under "Effects left out" does scale with speed, and in this regime it is the whole signal.

For $B>B_W$ write (21) as $\dot\varphi=a-b\sin2\varphi$, with $a=\gamma B/(1+\alpha^2)$ and $b=\gamma B_W/(1+\alpha^2)$. The time $T$ for half a turn follows with $\psi=2\varphi$ and then $q=\tan(\psi/2)$:

$$T=\frac12\int_0^{2\pi}\frac{d\psi}{a-b\sin\psi}
=\int_{-\infty}^{\infty}\frac{dq}{a(q-b/a)^2+(a^2-b^2)/a}=\frac{\pi}{\sqrt{a^2-b^2}} .$$

The mean rate is $\pi/T$, hence

$$\bar\omega=\frac{\gamma\sqrt{B^2-B_W^2}}{1+\alpha^2}. \tag{24}$$

This formula treats $\varphi$ as uniform across the wall. To see the cost, (19) was integrated on a grid with a fourth-order Runge-Kutta method for $\alpha=0.5$, with $B$ and $B_K$ equal to 0.1 and 0.2 of the easy-axis field $2K/M_s$. Then $B=2B_W$, and (24) predicts 0.866 of the round-wire rate. The simulated mean rate was 0.9992 of that prediction.

## Worked example: a thin permalloy wire

Take a round nanowire of radius 10 nm and length 2000 nm at 300 K. Rough permalloy-like values are $P=0.6$, $g=2.1$, $\alpha=0.01$, $M_s=800$ kA/m and $A=13$ pJ/m. The axial field is 50 mT. Equation (22) gives

$$\omega=9.23\ \text{rad/ns},\qquad \hbar\omega=6.08\ \mu\text{eV},$$

a rotation frequency of 1.47 GHz. Dividing an energy in eV by $e$ gives the same number in volts, so

$$V=0.6\times6.08\ \mu\text{V}=3.6\ \mu\text{V}.$$

For the speed we need a width. A long round wire has transverse demagnetizing factor $1/2$. A local treatment then gives $K=\mu_0M_s^2/4$ and $\Delta=8.0$ nm. Since the radius is not small compared with this width, it is only an estimate, but the voltage does not depend on it. The speed is

$$|\dot X|=0.01\times9.23\times8.04\ \text{nm/ns}=0.74\ \text{m/s},$$

and crossing the wire takes $2.7\ \mu$s.

## Effects left out

**Imperfect following.** With a rough exchange splitting $2J=1$ eV and Fermi speed 500 km/s, the ratio (2) is 0.041. A spin tilted by an angle of this order loses a fraction of order its square in projection, about 0.2 percent.

**Dissipative spin force.** Spin relaxation can add a force of magnitude $(\hbar\beta/2)|\mathbf n_t\cdot\mathbf n_x|$, taken here as a phenomenological form. For the round-wire wall its integral is $\hbar\beta|\dot X|/\Delta=\alpha\beta\hbar\omega$. With a rough $\beta=0.02$ the relative size is $2\times10^{-4}$. This smallness is special to the slow round-wire wall. With a hard axis the relation $\dot\varphi=\gamma B+\alpha\dot X/\Delta$ gives a mean $|\dot X|/\Delta=(\gamma B-\bar\omega)/\alpha$, so the integral is $(\beta/\alpha)\,\hbar(\gamma B-\bar\omega)$. For $\beta/\alpha=2$ this is twice $\hbar\gamma B$ below threshold and $0.27\,\hbar\gamma B$ at twice the threshold.

**Slow response.** For $\lambda=5$ nm and a diffusion constant of 5 cm²/s, both rough, the relaxation time $\lambda^2/D$ times $\omega$ is $5\times10^{-4}$. The quasi-static treatment is adequate here.

**Inductive pick-up.** The transverse magnetization of the wall turns with it and can send an alternating flux through the measuring loop. Its scale, $\tfrac12\mu_0M_sR\,\pi\Delta\,\omega$ with $R$ the radius, is $1.2\ \mu$V. This is a third of the signal, but a periodic flux has zero mean voltage. The quantity to measure is the average over many turns.

**Heating.** The moving wall releases the power $2M_sB|\dot X|$ per unit cross-section. If it leaves through the two ends, with thermal conductivity 30 W/(m K), a wall in the middle is 1 mK warmer than the ends. A Seebeck coefficient of $20\ \mu$V/K then allows at most $0.02\ \mu$V.

**Thermal noise.** A resistivity of $30\ \mu\Omega$ cm gives a resistance of 1.9 kΩ. Averaged over one transit, the thermal noise is $2.4\ \mu$V rms, so a single passage has a signal-to-noise ratio of about 1.5. Repeated passages must be averaged.

## Relation to real wires and racetracks

These parameters describe a thin, smooth cylinder of a soft alloy. The least certain input to the voltage is $P$: a change of 0.1 moves the result by $0.6\ \mu$V. A slight ellipticity matters little. An axis ratio of 1.05 gives $B_W=0.12$ mT and lowers the mean voltage by less than one part in $10^4$.

A flat strip, the usual racetrack geometry, has a much stronger hard axis. Within (16) and (24), the adiabatic voltage at twice the threshold is 0.866 of the round-wire value at the same field, and below threshold it is zero. The dissipative force cannot be dropped here. If it carries the same polarization $P$, its voltage has magnitude $\beta/\alpha$ times the round-wire value below threshold, about 2 with the rough values above, and about 0.27 of it at twice the threshold. Wide strips can also hold walls with vortices, which this one-dimensional model does not describe. Real wires have pinning sites as well. A wall held at rest and at a fixed angle gives no voltage.

A racetrack holds many walls. Successive walls have opposite changes of $\cos\theta$, and in a uniform field (21) makes them turn in the same sense. Their voltages alternate in sign and cancel in pairs. A contact pair around a single wall avoids this cancellation.

If a current drives the track, the sum of the two currents in (14) is no longer zero, and an ohmic term adds to (16). In the example 1.9 nA already produces an ohmic drop equal to the wall voltage. The two must then be separated. Comparing the wire with and without a wall at the same current is not enough, because the wall also changes the resistance. With a rough anisotropic magnetoresistance of 2 percent, the transverse magnetization inside the wall of the example changes the resistance by about 0.3 Ω. At a current density of $10^{11}$ A/m² this shifts the voltage by about $10\ \mu$V, more than the signal. The rotation rate under current must also include the torque of the current, which (21) omits.
